# Why arsenic and phosphorus vacancy pairs differ in Doppler tails

**Question.** In silicon, a positron trapped at a vacancy next to an arsenic atom lives about as long as one trapped next to a phosphorus atom. Yet the Doppler-broadened annihilation line has different high-momentum tails in the two cases. How can one measurement barely notice the dopant while the other separates the two elements, and what have the arsenic 3d electrons to do with it?

**Answer.** The two measurements weight the same annihilation events differently. The lifetime counts all events equally, and nearly all of them involve valence electrons. The tail selects rare events with large pair momentum, to which core electrons contribute far more than their share. Arsenic has ten 3d electrons that reach far enough from the nucleus to meet the positron; phosphorus has no such shell.

## The mechanism

A missing atom removes a repulsive nucleus, so the positron collects in the vacancy. Both pairs have the same missing atom and, if the geometry is held fixed, nearly the same open volume. The positron therefore samples a similar valence density in both.

It also leaks towards the neighbouring atoms. Close to a nucleus of charge $Z$ its potential is $Z/r$ in atomic units, used in all derivations here ($\hbar=m_0=e=1$). Let $u(r)$ be the spherical part of the positron wave function and $w(r)=ru(r)$. The radial equation is then $w''=(2Z/r)w$ at leading order. Trying $w=r+ar^2$ gives $2a=2Z$, so

$$u(r)\propto 1+Zr+\dots$$

The positron density is smallest at the nucleus and rises steeply outwards. The outer part of a core shell thus counts for more than its share of the shell's electrons.

How far this outer part reaches depends on the binding. Where the atomic potential has become small, an orbital of energy $\varepsilon<0$ obeys $P''=2|\varepsilon|P$, with $P=rR$ its radial function and $R$ normalized by $\int P^2dr=1$. The decaying solution is $P\propto e^{-\kappa r}$ with $\kappa=\sqrt{2|\varepsilon|}$. In the local-density approximation (LDA), the free-atom levels are $-42.0$ eV for As 3d and $-124.5$ eV for P 2p. Since $\kappa\propto\sqrt{|\varepsilon|}$, the ratio of decay constants is $\sqrt{124.5/42.0}=1.72$: the phosphorus 2p shell ends more abruptly. This ratio is the limit at large distance. The positron meets the 3d shell mainly near 0.07 nm, where the potential is not yet small; there the logarithmic slopes of the two orbitals differ by a factor of about 1.65. The phosphorus shell is also smaller, with a mean radius of 0.026 nm against 0.036 nm for As 3d.

## From overlap to lifetime

For a slow positron, the spin-averaged two-photon cross-section times the relative velocity is $\pi r_e^2c$, where $r_e$ is the classical electron radius. Multiplying by the electron density gives a rate. Electrons are also drawn towards the positron, which multiplies their density at contact by an enhancement factor $\gamma$. Hence

$$\lambda=\frac1\tau=\pi r_e^2c\int n_+(\mathbf r)\,n_-(\mathbf r)\,\gamma(n_-)\,d^3r .$$

Here $n_+=|\psi_+|^2$ integrates to one. Writing $n_-$ as a sum over shells makes $\lambda$ a sum of shell rates.

Near a given atom, approximate $n_+\simeq A^2u(r)^2$, with $u=1$ at 0.085 nm from the nucleus. The factor $A^2$ says how much positron density the defect sends to this atom; $u$ describes how the atom repels it. A shell $nl$ with $N_{nl}$ electrons has the spherical density $N_{nl}P_{nl}^2/(4\pi r^2)$. The volume element $4\pi r^2dr$ cancels the denominator, so

$$\lambda_{nl}=\pi r_e^2c\,\gamma_{nl}N_{nl}A^2\int u^2P_{nl}^2\,dr ,$$

where $\gamma_{nl}$ is the average of $\gamma$ weighted by $u^2P_{nl}^2$.

Suppose that a shell adds a rate $\delta\lambda$ while the positron state and all other rates stay fixed. Then

$$\delta\tau=\frac1{\lambda+\delta\lambda}-\frac1\lambda=-\frac{\delta\lambda}{\lambda(\lambda+\delta\lambda)},\qquad \frac{\delta\tau}{\tau}=-\frac{\delta\lambda}{\lambda+\delta\lambda}.$$

The relative change of lifetime is minus the new shell's share of all annihilations. A shell with a small share cannot change the lifetime much.

## From overlap to the Doppler tail

The photons carry away the momentum $\mathbf p$ of the annihilating pair. If their energies are $E_1$ and $E_2$, then, neglecting binding and kinetic energies, $E_1+E_2=2m_0c^2$ and $E_1-E_2=cp_z$ along the detection axis. Adding the equations gives

$$E_1=m_0c^2+\tfrac12cp_z .$$

A momentum of $20\times10^{-3}m_0c$ shifts the photon by 5.11 keV.

The amplitude for finding momentum $\mathbf p$ is the Fourier transform of the product of the two wave functions. For one electron in orbital $j$,

$$\rho_j(\mathbf p)=\frac{\pi r_e^2c\,\gamma_j}{(2\pi)^3}\left|\int e^{-i\mathbf p\cdot\mathbf r}\psi_+(\mathbf r)\psi_j(\mathbf r)\,d^3r\right|^2 .$$

The prefactor $(2\pi)^{-3}$ makes $\int\rho_jd^3p$ equal to the shell-averaged rate, by Parseval's theorem. Using one constant $\gamma_j$ for a whole shell is an approximation to the spectrum's shape.

For a core orbital, set $\psi_+=Au(r)$ and $\psi_j=(P_{nl}/r)Y_{lm}$, and expand the plane wave:

$$e^{-i\mathbf p\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(pr)Y_{lm}(\hat p)Y_{lm}^*(\hat r).$$

Orthogonality of the spherical harmonics leaves one term. With $r^2(P_{nl}/r)=rP_{nl}$, the integral becomes

$$4\pi(-i)^lA\,Y_{lm}(\hat p)B_{nl}(p),\qquad B_{nl}(p)=\int_0^\infty r\,j_l(pr)\,u(r)P_{nl}(r)\,dr .$$

Each $m$ holds $N_{nl}/(2l+1)$ electrons, and $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$. The numerical factor is therefore $(16\pi^2)/(8\pi^3\cdot4\pi)=1/(2\pi^2)$, and

$$\rho_{nl}(p)=\pi r_e^2c\,\gamma_{nl}N_{nl}A^2\,\frac{B_{nl}(p)^2}{2\pi^2}.$$

The line shape records one component of momentum, so the other two are integrated out. At fixed $p_z$, $p^2=p_\perp^2+p_z^2$ implies $p_\perp dp_\perp=p\,dp$. Thus

$$N_{nl}(p_z)=2\pi\int_0^\infty\rho_{nl}\,p_\perp dp_\perp=2\pi\int_{|p_z|}^{\infty}p\,\rho_{nl}(p)\,dp .$$

Here $N_{nl}(p_z)$, with its argument, is the spectrum, not the electron number.

Core orbitals vary over short distances and so have broad spectra. Valence orbitals vary slowly between the atoms, but they oscillate near the nuclei, and this leaves them a weaker tail.

## Why the tail amplifies a small rate

Let $W$ be the rate inside a chosen momentum window and $F=W/\lambda$ the corresponding fraction of events. Add a shell of rate $\delta\lambda$, of which a fraction $f$ falls in the window. Again keep everything else fixed:

$$\delta F=\frac{W+f\delta\lambda}{\lambda+\delta\lambda}-\frac W\lambda=\frac{\delta\lambda\,(f\lambda-W)}{\lambda(\lambda+\delta\lambda)} .$$

Dividing by $F$ gives

$$\frac{\delta F}{F}=\frac{\delta\lambda}{\lambda+\delta\lambda}\left(\frac fF-1\right).$$

The first factor is the one that limits the lifetime change. The bracket is the amplification. If the window contains the whole spectrum, $f=F=1$ and the contrast vanishes. If it excludes most events but keeps a fair part of the core spectrum, $f/F$ is large.

## Numbers for the two pairs

The example superposes LDA free-atom densities and potentials in a 64-site silicon cell with one atom removed. One neighbour of the vacancy is Si, P or As. All atoms stay on ideal lattice sites. The positron is treated with Boronski–Nieminen correlation and enhancement. Bond formation, self-consistent charge transfer and defect charge states are left out. The momentum window is $20$–$30\times10^{-3}m_0c$, with both signs counted. "Core tail" means the core contribution in this window divided by the total annihilation rate.

| System | Lifetime (ps) | Core share of rate (%) | Core tail ($10^{-4}$) |
|---|---:|---:|---:|
| Bulk Si | 210.1 | 3.17 | 11.65 |
| Vacancy | 236.3 | 2.62 | 9.59 |
| V-P | 237.7 | 2.45 | 9.19 |
| V-As | 234.9 | 3.00 | 11.63 |

The pair lifetimes differ by 2.8 ps, or 1.2% of the V-P value. The core tails differ by a factor $11.627/9.194=1.26$.

These values belong to the 64-site cell, which is somewhat small for the spread of the trapped positron. In a 216-site cell both pair lifetimes are about 4 ps longer, the binding energies are about 0.06 eV smaller and the core-tail ratio is 1.31. The lifetime difference remains 2.8 ps. A 512-site cell adds about 1 ps more to both lifetimes, gives a difference of about 2.6 ps and leaves the ratio near 1.31. The comparison is thus more reliable than the last digits of the separate values.

The 3d shell contributes 0.0223 ns$^{-1}$ to the V-As rate of 4.2576 ns$^{-1}$, a share of 0.52%. Its contribution to the tail is $2.67\times10^{-4}$ of all events. The fraction of 3d annihilations that land in the window is therefore

$$f=\frac{2.67\times10^{-4}}{0.0052}\simeq0.051 .$$

Without the 3d shell, the remaining core-tail fraction would be $(11.63-2.67)\times10^{-4}/(1-0.0052)=9.0\times10^{-4}$. The amplification is $0.051/(9.0\times10^{-4})-1\simeq56$, and

$$\frac{\delta F}{F}\simeq0.0052\times56\simeq0.29 .$$

At fixed positron state, the shell that shortens the lifetime by about half a per cent raises the core tail by 29%. The share itself depends on the enhancement model: a gradient-corrected enhancement, with the same positron state, lowers it to between 0.38% and 0.47%, depending on the parametrization. The As/P core-tail ratio then changes by only about 1%.

The 3d shell does not explain the whole lifetime difference. The total rates differ by $4.2576-4.2079=0.0497$ ns$^{-1}$, of which 3d supplies 45%. All core shells together supply about half; the remainder comes from valence annihilation. Both parts are small compared with the total rate.

## Is it really the 3d shell?

Arsenic also has 3s and 3p core electrons. In the same window they contribute $0.08\times10^{-4}$ and $0.46\times10^{-4}$, against $2.67\times10^{-4}$ from 3d. If the 3d contribution is deleted from the tail, with the total rate kept, the As/P ratio falls from 1.26 to 0.97. In this model the excess disappears without 3d.

A change in the positron state could in principle have produced the contrast instead. The calculation shows the opposite tendency. The density factor $A^2$ is $1.50\times10^{-4}$ bohr$^{-3}$ at As and $2.01\times10^{-4}$ bohr$^{-3}$ at P, about 25% lower at As. If the V-P values of $A^2$ at all atoms and the V-P total rate are used for both pairs, the tail ratio rises to 1.36. The positron's response weakens the contrast that the electrons create.

The spherical factorization was tested against a direct three-dimensional calculation with the full positron wave function. For As 3d the rates are 0.0223 and 0.0213 ns$^{-1}$, and the tail rates are $1.14\times10^{-3}$ and $1.09\times10^{-3}$ ns$^{-1}$. The factorized values are about 5% higher in both cases, much less than the 3d effect itself. This gap need not come from the factorization, because the grid resolves core orbitals only coarsely. If the positron wave function is instead expanded in partial waves on a sphere of radius 0.085 nm around each atom and each wave is continued inwards, the non-spherical parts change the tails by only about 1%, and the As/P ratio becomes 1.27. The tabulated tails are thus uncertain by a few per cent, and their last digits are not significant.

The core As/P ratio is 1.28 at $15\times10^{-3}m_0c$ and 1.22 at $30\times10^{-3}m_0c$. So the core contrast does not grow steadily with momentum. The full spectrum behaves differently, because valence electrons dilute the contrast most at low momentum. With free-atom valence orbitals included, the As/P ratio is about 1.03 at $10\times10^{-3}m_0c$, 1.14 at $15\times10^{-3}m_0c$ and 1.2 between 20 and $30\times10^{-3}m_0c$.

## What changes the contrast

**Valence electrons.** A rough estimate with free-atom valence orbitals, adding the atoms' contributions without interference, gives a valence tail of 30–33% of the core tail for V-P and 23–25% for V-As, depending on how the silicon atoms are summed. This nearly common background lowers the As/P ratio from 1.26 to 1.19. It is too large to ignore in a quantitative comparison.

**Open volume.** Moving the four neighbours inward by 5% of the bond length lowers the lifetimes to 223.7 ps for V-P and 221.3 ps for V-As. This change of about 14 ps is five times the dopant difference. Similar lifetimes therefore require similar relaxation as well as a small core share. The core-tail ratio becomes 1.20 in this geometry. The positron is more weakly bound here, so these 64-site values are less well converged: a 512-site cell gives about 227.5 and 224.3 ps and a ratio of 1.24. Relaxation and the valence background were not combined, so their joint effect is not known from these figures.

**Incomplete trapping.** If a fraction $\eta$ of positrons annihilates at the pair and the rest in bulk silicon, the event fractions add:

$$F_{\rm sample}=\eta F_{\rm pair}+(1-\eta)F_{\rm bulk}.$$

For $\eta=0.5$, the core tails are $(11.63+11.65)/2=11.64$ and $(9.19+11.65)/2=10.42$, in units of $10^{-4}$. Their ratio is 1.12. Untrapped positrons thus hide part of the chemical signal. The V-As core tail is also almost equal to that of bulk silicon: the vacancy reduces core overlap, and arsenic restores it. A tail close to the bulk value therefore does not by itself show that vacancies are absent; the longer lifetime still reveals the open volume.

**Real samples.** Measured lifetimes are roughly 220 ps in bulk silicon and roughly 250 ps at vacancy–donor pairs, so the model values are a few per cent low. Much of this gap comes from the enhancement formula, which describes a metal. Allowing for the weaker screening in silicon, with the positron states unchanged, gives about 218 ps for the bulk and 245–248 ps for the pairs in the 64-site cell; in a 512-site cell the pairs reach 250–253 ps. The pairs matter in heavily n-type silicon, where they can deactivate donors. Real pairs relax and can change charge state; the 5% displacement above shows how strongly geometry alone can act, but it is not a predicted relaxation. Detector resolution further mixes neighbouring momenta and is not included. Thermal escape at 300 K is unlikely from the unrelaxed pairs: the calculated binding energies, 0.53 eV for V-P and 0.48 eV for V-As, are about 20 and 18 times $k_BT$. Inward relaxation weakens the trap. With the 5% displacement, a 216-site cell gives only about 0.25 and 0.20 eV and a 512-site cell about 0.23 and 0.18 eV, or roughly 9 and 7 times $k_BT$.

The two measurements are thus complementary under stated conditions. With similar relaxation and known trapped fractions, the lifetime indicates the open volume, while the tail indicates which ion cores surround it. The computed values for the 64-site cell are in the numerical output below.

## Table of computed values

```
Si lattice parameter 0.5431 nm; 64-site cell
grid spacing 0.0194 nm
As5+ 3d <r^2>: mesh 0.5388, Gaussian 0.5381 bohr^2
Si 2p: mean radius 0.0285 nm, LDA level -95.6 eV
P 2p: mean radius 0.0258 nm, LDA level -124.5 eV
As 3p: mean radius 0.0330 nm, LDA level -132.0 eV
As 3d: mean radius 0.0358 nm, LDA level -42.0 eV
bulk: lifetime 210.1 ps, rate 4.7588 ns^-1, binding 0.000 eV
  core share 3.17 %, core tail 20-30: 11.653 e-4 of all events
V: lifetime 236.3 ps, rate 4.2322 ns^-1, binding 0.448 eV
  core share 2.62 %, core tail 20-30: 9.586 e-4 of all events
V-P: lifetime 237.7 ps, rate 4.2079 ns^-1, binding 0.529 eV
  core share 2.45 %, core tail 20-30: 9.194 e-4 of all events
V-As: lifetime 234.9 ps, rate 4.2576 ns^-1, binding 0.475 eV
  core share 3.00 %, core tail 20-30: 11.627 e-4 of all events
lifetime V-As minus V-P: -2.77 ps (-1.17 %)
A2 at dopant (1.6 bohr = 0.0847 nm): P 2.012e-04, As 1.500e-04 bohr^-3
dopant core rate: P 0.0089, As 0.0299 ns^-1
As 3s: rate 0.0016 ns^-1, tail 0.077 e-4
As 3p: rate 0.0060 ns^-1, tail 0.463 e-4
As 3d: rate 0.0223 ns^-1, tail 2.671 e-4
3d share of total V-As rate 0.52 %
3d rate: radial 0.0223, direct 3D 0.0213 ns^-1
3d tail: radial 1.137e-03, direct 3D 1.086e-03 ns^-1
p = 15e-3 m0c (shift 3.83 keV): core ratio As/P 1.284
p = 20e-3 m0c (shift 5.11 keV): core ratio As/P 1.283
p = 25e-3 m0c (shift 6.39 keV): core ratio As/P 1.256
p = 30e-3 m0c (shift 7.66 keV): core ratio As/P 1.216
core tail ratio As/P, 20-30e-3 m0c: 1.265
  with As 3d removed from the tail: 0.974
  with V-P positron amplitudes kept: 1.364
  with free-atom valence tails added: 1.194
valence/core tail: V-P 0.326, V-As 0.252
neighbours 5 % inward: V-P 223.7, V-As 221.3 ps, tail ratio 1.196
coarser grid 0.0226 nm: V-P 237.7, V-As 234.9 ps, tail ratio 1.265
binding / kT at 300 K: V-P 20.5, V-As 18.4
```
